\section*{Isotropic Dilatation Centres: Zero Interaction and the Supercell Remainder}

\section{What a supercell can misreport}

Model two separated, oversized substitutional atoms as isotropic dilatation centres, place them in a periodic cell of fixed shape and volume, and subtract the energies of the same cell with each atom alone, measured from the perfect cell. Linear elasticity of an isotropic medium leaves a positive remainder. Read as a pair repulsion, it would enter a model of clustering or diffusion as a force between the atoms. In an isotropic medium there is no such force: the remainder does not depend on the separation, and it disappears as the cell grows.

The statement behind this is that two separated isotropic dilatation centres in an infinite, homogeneous, isotropic, linear elastic medium have zero elastic interaction energy. A short reason is that the displacement field of each is divergence-free away from its source. That reason is sound once a second fact is added: an isotropic centre responds to the divergence of the other's field and to no other part of its strain.

\section{Energy, forces and signs}

Let $u_i$ be the displacement, $\varepsilon_{ij}=\tfrac12(\partial_i u_j+\partial_j u_i)$ the strain and $C$ the elastic tensor. A defect is represented by a fixed body-force density $\mathbf f$ with no net force or torque. The energy to be minimised is
\begin{equation}
\Pi[\mathbf u]=\frac12\int \varepsilon:C:\varepsilon\,dV-\int \mathbf f\cdot\mathbf u\,dV .
\label{eq:Pi}
\end{equation}
Its minimum obeys $\partial_j\sigma_{ij}+f_i=0$ with $\sigma=C:\varepsilon$. For two equilibrium fields, integration by parts gives
\begin{equation}
\int\varepsilon_1:C:\varepsilon_2\,dV=-\int u_{2,i}\,\partial_j\sigma_{1,ij}\,dV=\int\mathbf f_1\cdot\mathbf u_2\,dV .
\label{eq:parts}
\end{equation}
The surface term vanishes because defect displacements fall as $R^{-2}$ and stresses as $R^{-3}$, while the area grows as $R^2$. The left side is symmetric in the two defects, so $\int\mathbf f_1\cdot\mathbf u_2\,dV=\int\mathbf f_2\cdot\mathbf u_1\,dV$.

Taking both fields in \eqref{eq:parts} to be the same shows that $\Pi=-\frac12\int\mathbf f\cdot\mathbf u\,dV$ at equilibrium. Insert $\mathbf f=\mathbf f_1+\mathbf f_2$ and $\mathbf u=\mathbf u_1+\mathbf u_2$, and subtract the two single-defect energies. The two cross terms are equal, which removes the factor one half:
\begin{equation}
E_{\rm int}=\Pi_{12}-\Pi_1-\Pi_2=-\int\mathbf f_1\cdot\mathbf u_2\,dV .
\label{eq:Eint}
\end{equation}

An isotropic dilatation centre has the force density
\begin{equation}
\mathbf f=-P\,\nabla g,\qquad \int g\,dV=1 ,
\label{eq:source}
\end{equation}
where $g$ is a core density. For positive $P$ the forces point outward. The dipole tensor is
\begin{equation}
P_{ij}=\int f_i x_j\,dV=-P\int x_j\,\partial_i g\,dV=P\,\delta_{ij}.
\label{eq:dipole}
\end{equation}
Substituting \eqref{eq:source} into \eqref{eq:Eint} and integrating by parts once more gives
\begin{equation}
E_{\rm int}=P_1\int\nabla g_1\cdot\mathbf u_2\,dV=-P_1\int g_1\,\nabla\cdot\mathbf u_2\,dV .
\label{eq:trace}
\end{equation}
This is the second fact. The shear strain of defect 2 may be large at defect 1, but it does no work on forces of the form \eqref{eq:source}.

\section{The divergence of the field}

Let $K$ be the bulk modulus, $\mu$ the shear modulus and $\lambda=K-\frac23\mu$. Equilibrium in an isotropic medium reads
\begin{equation}
\mu\nabla^2\mathbf u+(\lambda+\mu)\nabla(\nabla\cdot\mathbf u)=P\,\nabla g .
\label{eq:navier}
\end{equation}
The source is a gradient, so try $\mathbf u=\nabla\phi$. Both terms on the left become multiples of $\nabla(\nabla^2\phi)$, with total coefficient
\begin{equation}
M=\lambda+2\mu=K+\tfrac43\mu .
\end{equation}
Hence $\nabla(M\nabla^2\phi-Pg)=0$. The bracket is a constant, and it is zero because everything decays at infinity. Therefore
\begin{equation}
\nabla\cdot\mathbf u=\frac{P}{M}\,g .
\label{eq:div}
\end{equation}
No other decaying solution exists: the difference of two solutions would carry no force, hence by \eqref{eq:parts} no strain energy, and would be a rigid motion that vanishes at infinity.

Equations \eqref{eq:trace} and \eqref{eq:div} give the central result,
\begin{equation}
E_{\rm int}=-\frac{P_1P_2}{M}\int g_1g_2\,dV .
\label{eq:main}
\end{equation}
If the cores do not overlap, the interaction energy is zero. The cores need not be spherical, provided each force density has the form \eqref{eq:source}.

For Gaussian cores of width $s$ at distance $d$, $g=(2\pi s^2)^{-3/2}\exp(-\rho^2/2s^2)$ with $\rho$ the distance from the centre. The two squared distances add up to $2\rho_m^2+d^2/2$, where $\rho_m$ is measured from the midpoint. The integral over $\rho_m$ is then
\begin{equation}
\int g_1g_2\,dV=\frac{(\pi s^2)^{3/2}}{(2\pi s^2)^3}\,e^{-d^2/4s^2}
=\frac{e^{-d^2/4s^2}}{(4\pi s^2)^{3/2}} .
\label{eq:gauss}
\end{equation}
What remains at finite distance measures core overlap and has no power-law tail.

\section{A strain field that stores energy without interacting}

Outside a spherical core, integrate \eqref{eq:div} over a sphere of radius $r$. The flux is $4\pi r^2u_r=P/M$, so that
\begin{equation}
\mathbf u=A\,\frac{\mathbf r}{r^3},\qquad A=\frac{P}{4\pi M},\qquad
\varepsilon_{ij}=\frac{A}{r^3}\,(\delta_{ij}-3n_in_j),
\label{eq:outer}
\end{equation}
with $\mathbf n=\mathbf r/r$. The trace is $3-3=0$. The medium is stretched sideways and compressed radially (for $P>0$) without change of volume. The strain itself is not zero: $\varepsilon:\varepsilon=A^2(3-6+9)/r^6=6A^2/r^6$.

The two fields therefore overlap throughout the medium. By \eqref{eq:parts}, their cross strain energy is
\begin{equation}
W_{12}=\int\varepsilon_1:C:\varepsilon_2\,dV=+\frac{P_1P_2}{M}\int g_1g_2\,dV=-E_{\rm int}.
\label{eq:W}
\end{equation}
The opposite sign arises because the work of the defect forces contributes $-2W_{12}$ to $\Pi$. Outside the cores the traces vanish and the density of $W_{12}$ is
\begin{equation}
2\mu\,\varepsilon_1:\varepsilon_2=\frac{2\mu A_1A_2}{r_1^3r_2^3}\left[9(\mathbf n_1\cdot\mathbf n_2)^2-3\right],
\label{eq:density}
\end{equation}
since the contraction gives $3-3-3+9(\mathbf n_1\cdot\mathbf n_2)^2$. For like centres the density is positive on the line through them, where $(\mathbf n_1\cdot\mathbf n_2)^2=1$. It is negative on the sphere that has the joining segment as diameter, where the two directions are perpendicular. For separated cores, the zero is a cancellation between such regions.

\section{When one centre is not isotropic}

Zero divergence of one field does not suffice if the defect placed in it has an axis. For a point dipole, \eqref{eq:Eint} becomes $E_{\rm int}=-P_{1,ij}\,\varepsilon_{2,ij}$. Let defect 1 have an additional traceless part along a unit vector $\mathbf a$,
\begin{equation}
P_{1,ij}=P\,\delta_{ij}+qP\left(\tfrac32a_ia_j-\tfrac12\delta_{ij}\right),
\end{equation}
while defect 2 stays isotropic with the same $P$. The terms in $\delta_{ij}$ multiply the zero trace of \eqref{eq:outer}. With $\cos\theta=\mathbf a\cdot\mathbf n$ the rest is
\begin{equation}
E_{\rm int}=-\frac{3qPA}{2r^3}\,(1-3\cos^2\theta)
=\frac{3qPA}{r^3}\,\frac{3\cos^2\theta-1}{2}.
\label{eq:axial}
\end{equation}
For $q>0$ the energy is positive along the axis, and negative with half the size across it. Reciprocity gives the same number from the other side: defect 2 still couples to the divergence alone, so the field of defect 1 must have a divergence at defect 2. For point dipoles, to say that the field of each centre is divergence-free is thus already to require that both centres be isotropic.

\section{The periodic cell}

\subsection{Fixed shape and volume}

Let the cell have volume $V$, and let $g$ now denote the periodic repetition of the core density, with one core per cell. Fixing the cell makes $\mathbf u$ periodic, so $\nabla\cdot\mathbf u$ must integrate to zero over the cell. The step from \eqref{eq:navier} to \eqref{eq:div} still gives $M\nabla^2\phi-Pg=c$, but decay is no longer available to set $c=0$. Integration over the cell gives $0-P=cV$. Hence
\begin{equation}
\nabla\cdot\mathbf u=\frac{P}{M}\left(g-\frac1V\right).
\label{eq:divcell}
\end{equation}
The core carries the added volume $P/M$, and the fixed boundary forces an equal and opposite volume change, spread evenly over the cell. The second centre sits in this uniform background. Boundary terms cancel between opposite faces, so \eqref{eq:trace} holds per cell, and for non-overlapping cores
\begin{equation}
E_{\rm int}^{\rm fixed}=+\frac{P_1P_2}{MV}.
\label{eq:fixed}
\end{equation}
This is the remainder of the opening paragraph. It is positive for like centres, negative for an oversized and an undersized one, and independent of position.

A single defect feels the same background. Its energy is $-\frac12P\int g_0\,\nabla\cdot\mathbf u\,dV$, where $g_0$ is its own core, and the excess over the infinite medium is
\begin{equation}
E_{\rm image}=\frac{P^2}{2MV}.
\label{eq:image}
\end{equation}
The two results are consistent. Two equal defects have the total excess $2\times P^2/(2MV)+P^2/(MV)=(2P)^2/(2MV)$, which is that of one defect of double strength.

\subsection{Relaxed cell}

Now let the cell take a homogeneous strain $\bar\varepsilon_{ij}$ at zero external stress. The periodic part of the strain has zero mean, so it has no elastic cross term with $\bar\varepsilon$. The forces do the work $P_{ij}\bar\varepsilon_{ij}=P_{\rm tot}\theta$, where $\theta$ is the trace of $\bar\varepsilon$ and $P_{\rm tot}$ the sum of the strengths in the cell. The added energy is
\begin{equation}
\Delta\Pi=V\left(\tfrac12K\theta^2+\mu\,\bar\varepsilon':\bar\varepsilon'\right)-P_{\rm tot}\theta ,
\end{equation}
with $\bar\varepsilon'$ the traceless part. The minimum has $\bar\varepsilon'=0$ and
\begin{equation}
\theta=\frac{P_{\rm tot}}{KV},\qquad \Delta\Pi=-\frac{P_{\rm tot}^2}{2KV}.
\label{eq:relax}
\end{equation}
For one defect the volume change $\theta V=P/K$ is its relaxation volume. For two, the cross term of $P_{\rm tot}^2$ contributes $-P_1P_2/(KV)$, and with \eqref{eq:fixed}
\begin{equation}
E_{\rm int}^{\rm relaxed}=\frac{P_1P_2}{V}\left(\frac1M-\frac1K\right)
=-\frac{4\mu}{3KM}\,\frac{P_1P_2}{V}.
\label{eq:relaxed}
\end{equation}
Relaxation reverses the sign, because $M>K$: the first defect now opens the cell for the second. Both cell energies vanish as $1/V$, and the relaxed one also vanishes as $\mu\to0$.

\section{Cubic crystals}

In a cubic crystal the divergence in general no longer vanishes outside the core. Write fields as Fourier integrals with $e^{i\mathbf k\cdot\mathbf r}$, and define $\Gamma_{ij}(\mathbf k)=C_{iljm}k_lk_m$. Equilibrium is $\Gamma\hat{\mathbf u}=-iP\hat g\,\mathbf k$, so the transform of the divergence is
\begin{equation}
i\mathbf k\cdot\hat{\mathbf u}=P\,\hat g\,h(\mathbf n_k),\qquad
h=\mathbf k\cdot\Gamma^{-1}\mathbf k .
\label{eq:h}
\end{equation}
Since $\Gamma$ is quadratic in $k$, $h$ depends on the direction $\mathbf n_k$ alone. In an isotropic medium $\Gamma\mathbf k=Mk^2\mathbf k$, which gives $h=1/M$ and returns \eqref{eq:div}.

For two point centres separated by $\mathbf r$, \eqref{eq:trace} becomes
\begin{equation}
E_{\rm int}=-\frac{P_1P_2}{8\pi^3}\int h(\mathbf n_k)\,e^{i\mathbf k\cdot\mathbf r}\,d^3k ,
\label{eq:kint}
\end{equation}
understood as the limit of narrow cores. Let $c=\mathbf n_k\cdot\mathbf r/r$ and let $\varphi$ be the angle around $\mathbf r$. Because $h(-\mathbf n_k)=h(\mathbf n_k)$, the radial integral may be replaced by half the integral over all real $k$:
\begin{equation}
\frac12\int_{-\infty}^{\infty}k^2e^{ikrc}\,dk=-\pi\,\delta''(rc)=-\frac{\pi}{r^3}\,\delta''(c).
\end{equation}
Two integrations by parts in $c$ move the derivatives onto $h$:
\begin{equation}
E_{\rm int}=\frac{P_1P_2}{8\pi^2r^3}\int_0^{2\pi}\left.\frac{\partial^2h}{\partial c^2}\right|_{c=0}d\varphi .
\label{eq:cubic}
\end{equation}
A constant $h$ gives zero. A direction-dependent $h$ in general gives an energy that falls as $r^{-3}$, with a sign that depends on the direction of $\mathbf r$.

\section{Numbers for a silicon-like medium}

Take rough elastic constants for silicon, $C_{11}=170$, $C_{12}=64$ and $C_{44}=80$~GPa. The isotropic medium uses their Voigt averages:
\begin{align}
K&=\frac{170+2\times64}{3}\times6.2415=620\ \mathrm{eV/nm^3},\\
\mu&=\frac{170-64+3\times80}{5}\times6.2415=432\ \mathrm{eV/nm^3},
\end{align}
where 6.2415 converts GPa to eV/nm$^3$, and $M=1196$~eV/nm$^3$. Two equal centres of chosen strength $P=5$~eV stand $r=1$~nm apart. Then $A=5/(4\pi\times1196)=3.33\times10^{-4}$~nm$^3$, and the natural energy scale is $P^2/(Mr^3)=20.9$~meV.

With Gaussian cores of width 0.1~nm, direct integration of the cross strain energy gives a positive part of 4.38~meV and a negative part of $-4.38$~meV. Their sum is $6.5\times10^{-9}$~meV, the overlap value expected from \eqref{eq:W} and \eqref{eq:gauss}. The two parts depend on the core width, and become $\pm6.4$~meV for a width of 0.05~nm, while they still cancel. At 0.3~nm the cores do overlap, and
\begin{equation}
E_{\rm int}=-\frac{25}{1196}\,\frac{e^{-2.25}}{(0.04\pi)^{3/2}}\ \mathrm{eV}=-49\ \mathrm{meV}.
\end{equation}
This attraction belongs to the assumed core shape and does not predict the binding of real neighbours.

In a cubic cell of edge 2~nm, $V=8$~nm$^3$. The pair energy at fixed shape is $20.9/8=2.6$~meV, and the image energy of one defect is 1.3~meV. With the cell relaxed, \eqref{eq:relaxed} gives $-2.4$~meV. None of these is a force between the defects.

The cubic constants change this picture. Equation \eqref{eq:cubic} gives $-1.23$, $0.52$ and $1.20$~meV at 1~nm along $\langle100\rangle$, $\langle110\rangle$ and $\langle111\rangle$. These values are sensitive to the rough constants: with $165.7$, $63.9$ and $79.6$~GPa they become $-1.33$, $0.59$ and $1.35$~meV, larger by about 10 per cent. In the fixed cell, with cores of width 0.1~nm, displacing the second centre by half an edge along one, two or three axes gives 0.20, 3.28 and 4.17~meV, where the isotropic medium gives 2.6~meV each time. These sums depend on the core width: for point centres they are 0.04, 3.38 and 4.29~meV. Most of the spread comes from the nearest copies of the second centre. There are 2, 4 and 8 of them, at 1, $\sqrt2$ and $\sqrt3$~nm, and adding their energies to the isotropic background gives
\begin{align}
2.613-2\times1.227&=0.16\ \mathrm{meV},\\
2.613+4\times0.521/2^{3/2}&=3.35\ \mathrm{meV},\\
2.613+8\times1.203/3^{3/2}&=4.47\ \mathrm{meV}.
\end{align}
The differences from the full sums, at most 0.3~meV, combine three effects: more distant copies, the change of background in the cubic medium, and the core width of 0.1~nm, which enters the full sums but not the point-centre energies added here. For the three shifts the distant copies add $-0.15$, $0.00$ and $-0.21$~meV, the background adds $0.03$~meV, and the core width adds $0.16$, $-0.10$ and $-0.12$~meV. The close match for the first shift is thus a cancellation. For these half-edge shifts, the energy differences within one fixed cell therefore contain image contributions at least as large as the differences in pair energy that are sought.

How close is this to doped silicon? The relaxation volume $P/K=0.0081$~nm$^3$ is about 0.4 of the rough atomic volume, 0.020~nm$^3$. Boron, a small substitutional atom, also changes the volume by a sizeable fraction of an atomic volume, but as a contraction, so its $P$ is negative. The sign drops out of $P^2$, but the magnitude for boron need not be the 5~eV chosen here, and the elastic pair energies scale with its square. For ionised dopants, the neglected charge outweighs the elastic effects sized here. Two unit charges of the same sign at 1~nm repel with about 120~meV for a relative permittivity of 12 and no screening by carriers. That exceeds the thermal energy of 26~meV at 300~K and every elastic term sized here at this distance. For neutral defects treated as point dipoles, the largest of the corrections sized here is the cubic anisotropy, about 1~meV. A ten per cent axial part ($q=0.1$) adds 0.50~meV along its axis by \eqref{eq:axial}.

One limit of the model matters for silicon. A substitutional atom pushes on four tetrahedral neighbours. Equal outward forces on them have an isotropic dipole tensor, but their density is not of the form \eqref{eq:source}. Their higher moments couple to further derivatives of the other defect's field, so this part of the energy falls faster than $r^{-3}$. It falls as $r^{-5}$ for two atoms on the same sublattice and as $r^{-4}$ for atoms on opposite ones. At 1~nm, only about four bond lengths, it can still exceed the cubic anisotropy: four point forces at the bond length, with $P=5$~eV in the isotropic medium, give between $-4.0$ and $+0.1$~meV over the lattice sites at 0.9 to 1.1~nm. The zero in \eqref{eq:main} is therefore a statement about dilatation centres, not about real neighbour forces at such short distances.

Two further corrections fall as $r^{-6}$. If the shear modulus changes by $\Delta\mu$ in a small sphere of volume $\Omega$ at each defect, the first-order energy change is $\frac12\int\varepsilon:\delta C:\varepsilon\,dV$, because $\Pi$ is stationary in $\mathbf u$. The defect's own strain averages to an isotropic tensor over the sphere, so its cross term with the traceless outside strain drops out. For two defects the result is $2\,\Delta\mu\,\Omega\,6A^2/r^6$. Halving $\mu$ over one atomic volume gives $-0.006$~meV, an estimate of size, since a change of one half is not small. An anharmonic dilatation of order $\varepsilon:\varepsilon$, with an assumed coefficient of one, gives about 0.003~meV for one defect at the site of the other. The anharmonic energy stored in the rest of the medium is not included in this figure. Free surfaces, which real devices have, lie outside the derivation and are not sized here.

\section*{Table of computed values}
\begin{verbatim}
input C11 (rough, silicon): 170 GPa
input C12 (rough, silicon): 64 GPa
input C44 (rough, silicon): 80 GPa
one GPa: 6.2415 eV/nm^3
input dipole strength P: 5 eV
input separation: 1 nm
input Gaussian core width s: 0.1 nm
input supercell edge: 2 nm
input atomic volume (rough): 0.02 nm^3
input relative permittivity (rough): 12
bulk modulus K: 620 eV/nm^3
Voigt shear modulus mu: 431.9 eV/nm^3
M = K + 4 mu/3: 1196 eV/nm^3
anisotropy ratio 2 C44/(C11-C12): 1.509
field strength A: 0.0003327 nm^3
relaxation volume P/K: 0.008065 nm^3
radial strain at the separation: -0.0006654
energy scale P^2/(M r^3): 20.91 meV
cross strain energy, positive part: 4.381 meV
cross strain energy, negative part: -4.381 meV
cross strain energy, net by quadrature: 6.5e-09 meV
Gaussian overlap energy at the separation: -6.52e-09 meV
close separation: 0.3 nm
overlap energy at close separation: -49.46 meV
supercell volume: 8 nm^3
fixed cell, pair energy P^2/(M V): 2.613 meV
fixed cell, image energy of one defect: 1.307 meV
relaxed cell, pair energy: -2.427 meV
fixed cell, half-edge shift 100, isotropic: 2.613 meV
fixed cell, half-edge shift 100, cubic: 0.2013 meV
fixed cell, half-edge shift 110, isotropic: 2.613 meV
fixed cell, half-edge shift 110, cubic: 3.279 meV
fixed cell, half-edge shift 111, isotropic: 2.613 meV
fixed cell, half-edge shift 111, cubic: 4.171 meV
neglected: cubic anisotropy along 100: -1.227 meV
neglected: cubic anisotropy along 110: 0.5211 meV
neglected: cubic anisotropy along 111: 1.203 meV
axial fraction of one dipole: 0.1
neglected: axial dipole part: 0.4991 meV
relative shear stiffness change: -0.5
neglected: stiffness change, both defects: -0.0057 meV
neglected: anharmonic size P eps:eps: 0.003 meV
neglected: Coulomb size, unit charges: 120 meV
temperature: 300 K
thermal energy kT: 25.85 meV
\end{verbatim}
